Viscosity of argon–helium mixtures from Wilke's rule

**Problem**

A reactor channel is fed with argon to which some helium is added. The gas is at 300 K and 100 Torr. Argon is species 1, helium is species 2, and x is the mole fraction of helium. The molar masses are M₁ = 39.95 g/mol and M₂ = 4.003 g/mol. For the pure viscosities take the rough values μ₁ = 23 µPa s and μ₂ = 20 µPa s.

Wilke's rule estimates the viscosity of a dilute gas mixture from the pure viscosities and the molar masses:

μ = Σᵢ xᵢμᵢ / (Σⱼ xⱼφᵢⱼ)

φᵢⱼ = [1 + (μᵢ/μⱼ)^(1/2) (Mⱼ/Mᵢ)^(1/4)]² / √(8(1 + Mᵢ/Mⱼ))

The inner sum belongs to each term i separately. Temperature does not appear explicitly; it enters through the pure viscosities.

(a) Write μ − μ₁ as x times the difference of two positive terms, and say what each term means.

(b) Under what condition on the factors φ does a little helium raise the viscosity above that of pure argon? Up to which x does the rise last?

(c) Turn the condition into one on the ratios r = μ₁/μ₂ and m = M₂/M₁. Do argon and helium meet it?

(d) Find the viscosity at x = 0.10, and the largest viscosity of any mixture.

(e) How does the thickness of a laminar boundary layer change when 10 % helium is added at fixed flow speed, length, temperature and pressure?

**Hints**

1. For (a), first show that φ₁₁ = φ₂₂ = 1. Then subtract μ₁ from the argon term alone, over a common denominator.

2. For (b), bring the two terms to a common denominator. The numerator is linear in x, so its values at x = 0 and x = 1 tell everything about its sign.

3. For (c), abbreviate q = r^(1/2) m^(1/4) and compute the ratio φ₂₁/φ₁₂. Most of it cancels.

4. For (d), each term of the rule has a simple derivative. Setting their sum to zero gives an equation between squares, whose root is again linear in x.

5. For (e), momentum diffuses across the flow with the kinematic viscosity μ/ρ. Helium changes ρ as well as μ.

**Solution**

**(a) Gain and loss.** For i = j both ratios are 1, so φᵢᵢ = (1 + 1)²/√16 = 1. Write a = φ₁₂ and b = φ₂₁, and name the two denominators

D₁ = 1 − x + xa,  D₂ = x + (1 − x)b.

The rule becomes

μ = (1 − x)μ₁/D₁ + xμ₂/D₂.

Subtracting μ₁ from the argon term gives

(1 − x)μ₁/D₁ − μ₁ = μ₁[(1 − x) − (1 − x + xa)]/D₁ = −x aμ₁/D₁.

Hence

μ − μ₁ = x [μ₂/D₂ − aμ₁/D₁].

This is exact within the rule. The first term is the momentum transport that helium contributes. The second is what argon's contribution loses. Fewer argon atoms carry momentum, but each of them also meets fewer argon atoms. For a = 0 these two effects would cancel exactly, so the loss comes from collisions with helium. In D₁ a helium atom counts as a argon atoms, so a measures how strongly helium hinders the transport by argon. Helium need not be more viscous than argon to raise the mixture: its contribution has to exceed argon's loss, which is a different comparison.

**(b) Condition and range.** Put μ₂ = μ₁/r and use the common denominator:

μ − μ₁ = xμ₁ N(x)/(D₁D₂),  N(x) = D₁/r − aD₂.

Since a and b are positive, so are D₁ and D₂ for 0 < x < 1, and the sign of μ − μ₁ is the sign of N. Both D₁ and D₂ are linear in x, hence so is N. Its end values are

N(0) = 1/r − ab,

N(1) = a/r − a = −a(1 − 1/r).

Argon is the more viscous gas, so r > 1 and N(1) < 0. If N(0) ≤ 0, the straight line is negative throughout 0 < x < 1 and no mixture exceeds argon. If N(0) > 0, the line crosses zero once. The condition for a rise is therefore

ab < 1/r,

and the rise lasts from x = 0 up to the crossing point

x_c = N(0)/[N(0) − N(1)].

"A little helium" thus means any amount below x_c.

**(c) Condition on the ratios.** With q = r^(1/2) m^(1/4), the definitions read

a = (1 + q)² / √(8(1 + 1/m)),

b = (1 + 1/q)² / √(8(1 + m)).

Because 1 + 1/q = (1 + q)/q, the factor (1 + q)² cancels in the ratio:

b/a = (1/q²) √[(1 + 1/m)/(1 + m)].

Here q² = r√m, and (1 + 1/m)/(1 + m) = 1/m, so

b/a = 1/(r√m) · 1/√m = 1/(rm).

Inserting b = a/(rm) into ab < 1/r gives a²/(rm) < 1/r, or

a < √m.

Since 1 + 1/m = (1 + m)/m, the factor a can be written as

a = √m (1 + q)² / √(8(1 + m)).

The condition a < √m then becomes (1 + q)² < √(8(1 + m)). Taking the positive root and subtracting 1,

q < [8(1 + m)]^(1/4) − 1.

The right side is positive because 8 > 1. Both sides may be squared, and with q² = r√m the result is

r < r*,  r* = {[8(1 + m)]^(1/4) − 1}² / √m.

For argon and helium, m = 4.003/39.95 = 0.1002 and √m = 0.3165. The fourth root of 8 × 1.1002 is 1.722, so

r* = 0.722²/0.3165 ≈ 1.65,

while r = 23/20 = 1.15. The condition is met, and Wilke's rule gives a rise. The pure viscosities are rough, but their ratio would have to grow by more than 40 % before the conclusion changed.

The factors themselves are a = 0.2743, which is indeed below √m, and b = 2.3804. Their product is 0.653, below 1/r = 0.870. The end values of N are

N(0) = 0.8696 − 0.6529 = 0.2167,

N(1) = −0.2743 × 0.1304 = −0.0358,

so that

x_c = 0.2167/(0.2167 + 0.0358) ≈ 0.86.

According to the rule, every mixture with less than about 86 % helium is more viscous than pure argon. Beyond that the viscosity lies below argon's and ends at the helium value.

**(d) Size of the rise.** At x = 0.10 the denominators are D₁ = 0.9 + 0.0274 = 0.9274 and D₂ = 0.1 + 0.9 × 2.3804 = 2.242. The two contributions are

argon: 0.9 × 23/0.9274 = 22.32 µPa s,

helium: 0.1 × 20/2.242 = 0.89 µPa s.

The sum is μ = 23.21 µPa s, which is 0.9 % above pure argon. Replacing a tenth of the argon has lowered argon's contribution by only 0.68 µPa s, and helium supplies 0.89 µPa s.

For the maximum, differentiate each term. Since dD₁/dx = −(1 − a),

d/dx[(1 − x)/D₁] = [−D₁ + (1 − x)(1 − a)]/D₁² = −a/D₁²,

because D₁ = 1 − x(1 − a), and the numerator reduces to −1 + (1 − a). Similarly, dD₂/dx = 1 − b and

d/dx[x/D₂] = [D₂ − x(1 − b)]/D₂² = b/D₂².

Therefore

dμ/dx = bμ₂/D₂² − aμ₁/D₁².

At x = 0, where D₁ = 1 and D₂ = b, the slope is

μ₂/b − aμ₁ = 8.40 − 6.31 = 2.09 µPa s

per unit of mole fraction. The positive sign agrees with (b).

The derivative vanishes when (D₂/D₁)² = bμ₂/(aμ₁) = b/(ar). With b/a = 1/(rm) this is 1/(r²m), so

D₂ = sD₁,  s = 1/(r√m).

Writing out D₁ and D₂,

b + x(1 − b) = s − sx(1 − a),

x_m = (s − b)/[s(1 − a) + 1 − b].

There is one such point. The viscosity rises at x = 0 and has returned to μ₁ at x_c, so a maximum must lie between, and this is it. With s = 2.747,

x_m = 0.3667/(1.9936 − 1.3804) ≈ 0.60.

The viscosity there is 24.03 µPa s, or 4.5 % above pure argon.

**(e) Boundary layer.** Gas moving at speed U stays above a plate of length L for a time of order L/U. In that time momentum diffuses over a distance of order √(νL/U), where ν = μ/ρ. The layer thickness δ therefore scales as √(μ/ρ) at fixed U and L. At fixed temperature and pressure, the ideal-gas density is proportional to the mean molar mass, which is

0.9 × 39.95 + 0.1 × 4.003 = 36.36 g/mol.

The viscosity alone would change the thickness by the factor √(23.21/23.00), an increase of 0.5 %. With the density included,

δ(mixture)/δ(argon) = √[(23.21/23.00)(39.95/36.36)] = 1.053.

The layer thickens by 5.3 %, and most of this comes from the lower density. This holds as long as the layer is thin compared with the channel height. Farther downstream the layers from opposite walls meet, and the channel height then sets the thickness. For argon at 1 m/s in a channel 20 mm high, the flat-plate estimate δ ≈ 5√(νL/U) with ν = 1.1 × 10⁻⁴ m²/s reaches half the height after about 4 cm. In a channel the growing layers accelerate the core, which keeps them thinner: the boundary-layer equations for the channel give about 7 mm at that point and a fully developed flow only after about 16 cm. The thickening by 10 % helium has already dropped to about 4.6 % at 1 cm and 3.4 % near 4 cm, so the square-root scaling describes only the first part of the inlet region.

**The real reactor.** A pressure of 100 Torr and a channel of 20 mm are plausible for reduced-pressure vapour deposition, but 300 K describes the cold inlet, not the gas near a heated substrate. Suppose that viscosity grows as T^0.75 for argon and T^0.67 for helium, which are rough exponents. At 1000 K the ratio r is then 1.27, still below r*, and according to Wilke's rule 10 % helium raises the viscosity by 0.7 % instead of 0.9 %. Kinetic theory with Lennard-Jones interactions gives a smaller rise at this temperature, about 0.4 to 0.6 %. The temperature difference itself matters far more: between 300 K and 1000 K, argon's viscosity grows by a factor of (1000/300)^0.75 ≈ 2.5. A uniform temperature is thus a poor assumption near a heated substrate.

Two other approximations are good. The finite-density parameter (2π/3)nd³, with n the number density and d the argon diameter found in Variation 2, is 3 × 10⁻⁴. The mean free path, estimated for pure helium from (μ₂/p)√(πkT/2m_He), where p is the pressure and m_He the atomic mass, is 1.5 µm. This is 7 × 10⁻⁵ of the channel height, so slip at the walls is negligible. Precursor gases are left out.

**Variation 1: which mass ratio makes a rise hardest to obtain?**

Treat r* as a function of m, and write A = [8(1 + m)]^(1/4). Then √r* = (A − 1)m^(−1/4). Since dA/dm = A/[4(1 + m)],

d ln√r*/dm = (1/4){A/[(1 + m)(A − 1)] − 1/m}.

Over the common positive denominator m(1 + m)(A − 1), the numerator in braces is

mA − (1 + m)(A − 1) = 1 + m − A.

It is positive when (1 + m)⁴ > 8(1 + m), that is when (1 + m)³ > 8, or m > 1. It is negative for m < 1. So r* has its minimum at m = 1, where

r* = (16^(1/4) − 1)² = 1.

In Wilke's rule, a less viscous partner of equal mass can never raise the viscosity, since that would need r < 1. A difference of mass in either direction opens a window 1 < r < r*. For a very light partner the window widens without limit, as r* ≈ 0.46/√m; for a very heavy one r* tends to √8 ≈ 2.8.

Keep the two viscosities of the example but give both gases the mass of argon. At x = 0.10 the rule then yields 22.68 µPa s, below pure argon, instead of 23.21 µPa s. With the viscosities held fixed, the mass difference is what produces the rise.

**Variation 2: does the rise survive in a kinetic theory of hard spheres?**

Let the gas shear with velocity uₓ = Γy, and measure atomic velocities v from the local flow. Take the distribution of species i as a Maxwellian times 1 + αᵢmᵢvₓv_y/kT, with small αᵢ. This one-term form is an approximation. Since ⟨mᵢvₓ²⟩ = kT, the shear stress carried by species i is nᵢαᵢkT, and the viscosity is −kT Σᵢ nᵢαᵢ/Γ. Because v is measured from the local flow, an atom in free motion has dvₓ/dt = −Γv_y. The shear therefore changes mᵢvₓv_y at the rate −ΓnᵢkT per volume, and in the steady state the loss by collisions must equal this same negative rate.

For a pair i, j let fᵢ = mᵢ/(mᵢ + mⱼ), fⱼ = 1 − fᵢ, and vᵢ = V + fⱼg, vⱼ = V − fᵢg, with V the centre-of-mass velocity and g the relative one. An impact parameter d cos(χ/2) gives deflection χ, hence the cross section d²/4 per solid angle: hard spheres scatter isotropically. The averages of g′ₓ and g′ₓg′_y after the collision vanish, and V is unchanged. The mean change of mᵢvₓv_y is therefore

−mᵢ(fⱼS + fⱼ²Q),  S = Vₓg_y + V_ygₓ,  Q = gₓg_y.

This is multiplied by g and by the perturbations of both species, and averaged. Mixed averages vanish by symmetry. With M = mᵢ + mⱼ, reduced mass m_r = fᵢfⱼM and mean relative speed ḡ, the Maxwellian gives ⟨g³⟩ = 4(kT/m_r)ḡ and ⟨g⁵⟩ = 24(kT/m_r)²ḡ, so

⟨gS²⟩ = 2(kT/M)⟨g³⟩/3 = (8/3)(kT)²ḡ/(Mm_r),

⟨gQ²⟩ = ⟨g⁵⟩/15 = (8/5)(kT/m_r)²ḡ.

Since mᵢfⱼ = mⱼfᵢ = m_r, the coefficients of αᵢ and αⱼ in the loss are kTḡ times

Bᵢⱼ = (8/3)fᵢfⱼ + (8/5)fⱼ²,  Cᵢⱼ = −(8/3)fᵢfⱼ + (8/5)fᵢfⱼ = −(16/15)fᵢfⱼ.

With βᵢ = −nαᵢ/Γ, n being the total density, the balance is

Σⱼ xⱼπdᵢⱼ²ḡᵢⱼ(Bᵢⱼβᵢ + Cᵢⱼβⱼ) = 1,  μ = kT Σᵢ xᵢβᵢ.

For a pure gas B + C = 4/5 and μ = 5kT/(4πd²ḡ). The given viscosities then fix the diameters, 0.356 nm for argon and 0.215 nm for helium. Take the cross diameter d₁₂ as their mean. Solving the two linear equations gives, in µPa s:

x = 0.10: Wilke 23.21, hard spheres 23.06
x = 0.50: Wilke 23.97, hard spheres 23.06
x = 0.75: Wilke 23.77, hard spheres 22.45

In this one-term approximation the rise survives, but its peak is only 0.6 % near x = 0.33 instead of 4.5 % near x = 0.60. Carrying the expansion of the distribution to four terms, with the same pure viscosities, lowers the peak to 0.5 % near x = 0.32, lowers the values at x = 0.50 and 0.75 by about 0.02 µPa s, and changes the 4.3 % and 1.8 % quoted next to 4.2 % and 1.6 %. The rise also depends delicately on d₁₂. A cross diameter 5 % smaller brings the peak to 4.3 %, while one 1.8 % larger removes the initial rise. Neither calculation therefore settles by itself whether the real gas shows a rise, or how large it is; that needs a realistic interaction between the atoms or a measurement. First-order kinetic theory with common Lennard-Jones parameters gives at 300 K a rise of about 1 % at x = 0.10 and a peak of about 4 % near x = 0.55. This is close to Wilke's rule and suggests that hard spheres with the mean cross diameter underestimate the rise.

The model also supports the reading of a in part (a). Per atom, helium damps argon's own stress less than argon does, by the factor B₁₂ḡ₁₂d₁₂²/[(4/5)ḡ₁₁d₁₁²] = 0.293 × 2.34 × 0.643 ≈ 0.44. Helium arrives faster, but it is smaller and deflects the heavy atom weakly. The 4/5 is the net loss between argon atoms, with the stress passed on to the partner already counted, whereas the stress that helium hands back to argon is left out of the 0.44. This factor is therefore only a rough counterpart of Wilke's a = 0.27, but both lie below 1. The numerical output lists further values.

Calculated quantities

```
Temperature: 300 K; pressure: 100 Torr
Channel height: 20 mm
Molar mass Ar, He: 39.95, 4.003 g/mol
Rough viscosity Ar, He: 23.0, 20.0 uPa s
Mass ratio m: 0.1002; sqrt(m): 0.3165
Wilke factor a = phi(Ar,He): 0.2743
Wilke factor b = phi(He,Ar): 2.3804
Product a*b: 0.6529; 1/r: 0.8696
Viscosity ratio r: 1.1500; threshold r*: 1.6487
Threshold r* for equal masses: 1.0000
Initial helium gain mu2/b: 8.402 uPa s
Initial argon loss a*mu1: 6.309 uPa s
Initial slope d(mu)/dx: 2.093 uPa s
Argon part at x=0.10: 22.320 uPa s
Helium part at x=0.10: 0.892 uPa s
Wilke viscosity at x=0.10: 23.212 uPa s
Rise at x=0.10: 0.92 %
Same x, equal masses: 22.676 uPa s
Parameter s: 2.7471
Maximum at x_m: 0.5980; value: 24.027 uPa s
Rise at maximum: 4.46 %
Back to pure-argon viscosity at x_c: 0.8583
x(He)   Wilke   hard spheres   (uPa s)
0.00   23.000   23.000
0.10   23.212   23.059
0.25   23.530   23.120
0.50   23.966   23.059
0.75   23.769   22.449
1.00   20.000   20.000
Hard-sphere diameter Ar, He: 0.3565, 0.2151 nm
Hard-sphere initial slope: 0.642 uPa s
Hard-sphere peak at x: 0.328; rise: 0.567 %
Cross diameter 5 % smaller, peak at x: 0.543; rise: 4.27 %
Cross-diameter change that removes initial rise: +1.81 %
Argon stress damping, per He / per Ar: 0.440
Rough temperature exponents Ar, He: 0.75, 0.67
Viscosity ratio r at 1000 K: 1.266
Wilke rise at 1000 K, x=0.10: 0.66 %
Finite-density parameter (Ar): 3.1e-04
Mean free path (He): 1.48 um
Knudsen number (He): 7.4e-05
Mean molar mass at x=0.10: 36.36 g/mol
Layer thickness change, viscosity only: 0.46 %
Layer thickness change, with density: 5.31 %
```
